# Single- against triple-wavevector order in fluorite from the quartic Landau energy, part 1

(Sections cited here and not found follow in the second part.)

## I. Symmetry, and a bound at fixed total amplitude

### What symmetry leaves free

In the cubic fluorite structure of hafnia or zirconia the oxygen ions form a simple cubic array. With a cation at the origin and cubic lattice parameter $L$, the oxygen positions are

$$\mathbf r=\frac L4(2n_1+1,\;2n_2+1,\;2n_3+1),$$

with integers $n_i$. The distortion considered here moves whole columns of oxygen ions along their own axis, neighbouring columns going opposite ways. There are three such patterns, one for each cubic axis:

$$\begin{aligned}
\mathbf u_1&=q_1\,\hat{\mathbf x}\,(-1)^{n_2+n_3},\\
\mathbf u_2&=q_2\,\hat{\mathbf y}\,(-1)^{n_1+n_3},\\
\mathbf u_3&=q_3\,\hat{\mathbf z}\,(-1)^{n_1+n_2}.
\end{aligned}$$

The amplitude $q_i$ is the displacement of each oxygen ion in pattern $i$. The sign in $\mathbf u_3$ has wavevector $(2\pi/L)(1,1,0)$. Reciprocal vectors of the face-centred lattice are $2\pi/L$ times three integers that are all even or all odd. Subtracting $(1,1,1)$ gives $(0,0,-1)$, and adding $(0,0,2)$ gives $(0,0,1)$. The pattern therefore belongs to the X point on the $z$ axis, and the other two belong to the X points on $x$ and $y$.

The energy must be unchanged when a symmetry operation of the cubic crystal acts on the displacements. Four kinds of operation fix its form.

1. The translation $(L/2)(1,1,0)$ raises $n_1$ and $n_2$ by one. It reverses $q_1$ and $q_2$ and keeps $q_3$. The other centring translations likewise reverse two amplitudes at a time.
2. Inversion through the origin sends $n_i$ to $-n_i-1$. Each sign factor contains two of the $n_i$ and is unchanged, but the displacement vector turns round. All three amplitudes are reversed.
3. Inversion followed by the translation of item 1 reverses $q_3$ alone. By the same reasoning each amplitude can be reversed by itself, so the energy is even in each.
4. The threefold rotation about $[111]$ permutes the amplitudes cyclically, and the mirror exchanging $x$ and $y$ exchanges $q_1$ and $q_2$. The energy is therefore a symmetric function of $q_1^2,q_2^2,q_3^2$.

At second order the one symmetric function is the sum

$$S=q_1^2+q_2^2+q_3^2 .$$

At fourth order there are two, $\sum_i q_i^4$ and

$$P=q_1^2q_2^2+q_2^2q_3^2+q_3^2q_1^2 .$$

Because $S^2=\sum_i q_i^4+2P$, the pair $S^2,P$ serves equally well. Any other cubic operation carries an axis into an axis, and so permutes the amplitudes with some signs; it adds no condition. To fourth order, the energy per formula unit relative to the undistorted crystal is

$$F=aS+bS^2+cP. \tag{1}$$

The amplitudes are taken as uniform and classical, with no other distortion present. Strain is held at its cubic value for now; a crystal in that condition is called clamped.

Dimensions restrict the answer further. With $q$ in nm, $a$ has the unit eV/nm$^2$, and $b$ and $c$ have the unit eV/nm$^4$. For $b>0$ the natural amplitude is $\sqrt{|a|/b}$ and the natural energy is $a^2/b$. Once $a<0$, the kind of order can depend on the ratio $c/b$ alone. What remains to be found is the value of this ratio at which the order changes.

Inversion matters in this argument. The three X wavevectors add up to $(2\pi/L)(1,1,1)$, a reciprocal vector, so translations alone would permit a term $q_1q_2q_3$. Inversion reverses that product and removes it. A density wave on the cation sites, with amplitudes multiplying $e^{2\pi i r_j/L}$, is different: inversion leaves its amplitudes unchanged, and rotations permute them without signs. The product of its three amplitudes is then allowed, and the ranking derived below does not carry over to it.

### First derivation: compare states of equal $S$

Hold $S$ fixed and ask how the amplitude should be shared among the three waves. The first two terms of (1) do not depend on the sharing. The third depends on it through $P$, whose range is needed.

The lower limit is $P\ge0$, since $P$ is a sum of products of squares. Equality requires every product to vanish, which means that at most one amplitude differs from zero.

For the upper limit, write $x_i=q_i^2$ and expand

$$\begin{aligned}
&(x_1-x_2)^2+(x_2-x_3)^2+(x_3-x_1)^2\\
&\quad=2(x_1^2+x_2^2+x_3^2)-2P\\
&\quad=2(S^2-2P)-2P=2S^2-6P .
\end{aligned}$$

The left side cannot be negative, so

$$0\le P\le \frac{S^2}{3}. \tag{2}$$

The upper limit is reached when the three squares are equal.

Suppose $c>0$ and $b>0$. Dropping the non-negative term $cP$ and completing the square gives

$$\begin{aligned}
F&\ge aS+bS^2\\
&=b\left(S+\frac{a}{2b}\right)^2-\frac{a^2}{4b}\\
&\ge-\frac{a^2}{4b}.
\end{aligned}$$

For $a<0$ the value $S=-a/(2b)$ is positive and therefore available. Both inequalities become equalities when $P=0$ and $S$ has this value. The minima are the six states with a single nonzero amplitude: three axes, two signs.

Suppose instead $c<0$. Now $cP\ge cS^2/3$, and

$$F\ge aS+\left(b+\frac c3\right)S^2\ge-\frac{a^2}{4(b+c/3)},$$

provided $b+c/3>0$. Equality requires three equal squares, which gives eight states, one for each choice of signs.

At $c=0$ the energy depends on $S$ alone. Every point of the sphere $S=-a/(2b)$ is then a minimum, and the quartic energy selects no kind of order. The result is:

**For $a<0$, $b>0$ and $b+c/3>0$, single-wavevector order has the lowest energy exactly when $c>0$, and triple-wavevector order exactly when $c<0$.**

At fixed $S$, the term $cP$ is the extra cost of sharing the amplitude. Written out, the quartic energy contains $bq_i^4$ for each wave and $(2b+c)q_i^2q_j^2$ for each pair. One wave takes all the amplitude when the pair coefficient exceeds $2b$; all three share it when the pair coefficient is below $2b$. Waves that repel each other, with $0<2b+c<2b$, therefore still share.

The energies of the competing states follow from one formula. Let $n$ amplitudes have equal magnitude and the rest vanish. There are $n(n-1)/2$ pairs, each contributing $(S/n)^2$, so

$$P=\frac{n-1}{2n}S^2,\qquad \beta_n=b+\frac{n-1}{2n}c .$$

Minimizing $aS+\beta_nS^2$ gives

$$S_n=-\frac{a}{2\beta_n},\qquad F_n=-\frac{a^2}{4\beta_n}. \tag{3}$$

Here $\beta_1=b$, $\beta_2=b+c/4$ and $\beta_3=b+c/3$. The difference between triple and single order is

$$\begin{aligned}
F_3-F_1&=\frac{a^2}{4}\left(\frac1b-\frac1{b+c/3}\right)\\
&=\frac{a^2c}{12\,b\,(b+c/3)},
\end{aligned}$$

which has the sign of $c$. Since $\beta_2$ lies between $\beta_1$ and $\beta_3$, the two-wave state lies between the other two in energy and is not the lowest for either sign.

### Where the quartic result stops

If $a\ge0$ and the two stability conditions hold, $F$ is nowhere negative and the undistorted crystal is lowest. If $b\le0$, the energy falls without limit along a single wave when $a<0$. If $b+c/3\le0$, it does so along three equal waves. Higher orders are then needed to define a minimum.

The sharing argument survives one such extension. Replace $aS+bS^2$ by any function $f(S)$ for which a lowest state exists and is ordered. At every fixed $S$ the term $cP$ still selects $P=0$ for $c>0$ and $P=S^2/3$ for $c<0$. The ranking therefore also covers a discontinuous transition with negative $b$ and a positive $S^3$ term.

Anisotropic sixth-order terms can change the ranking. The symmetric functions available are $S^3$, $SP$ and $q_1^2q_2^2q_3^2$. With coefficients $w_1$ and $w_2$ for the last two, the triple state minus the single state at the same $S$ becomes

$$\frac{S^2}{3}\left(c+w_1S+\frac{w_2S}{9}\right).$$

For nonzero $c$ the quartic term decides at small enough $S$; at larger $S$ the bracket may change sign.

### Strain changes the decisive coefficient

A crystal free of stress adjusts its shape to the order. Let $e_i$ be the normal strains, $e_h=e_1+e_2+e_3$ the volume strain, and $d_i=e_i-e_h/3$ the traceless part. A strain cannot couple to $q_1q_2$, because one amplitude can be reversed alone while the strain stays fixed. Nor can a shear strain couple to $q_i^2$: a suitable twofold rotation about a cubic axis reverses the shear and keeps the squares. The lowest-order coupling energy is therefore

$$g_h e_hS+g_t\sum_i d_iq_i^2 .$$

With volume $v$ per formula unit, the elastic energy is

$$v\left[\frac{C_{11}}2\sum_i e_i^2+C_{12}\sum_{i<j}e_ie_j\right].$$

Substitute $\sum_{i<j}e_ie_j=(e_h^2-\sum_i e_i^2)/2$ and $\sum_i e_i^2=\sum_i d_i^2+e_h^2/3$. The result is

$$\frac{K_t}{2}\sum_i d_i^2+\frac{K_h}{6}e_h^2,$$

with $K_t=v(C_{11}-C_{12})$ and $K_h=v(C_{11}+2C_{12})$, both positive in a stable crystal.

Minimizing over $e_h$ gives

$$e_h=-\frac{3g_hS}{K_h},\qquad \Delta F_h=-\frac{3g_h^2}{2K_h}S^2 .$$

Since $\sum_i d_i=0$, the other coupling equals $g_t\sum_i d_i(q_i^2-S/3)$. Its minimum is

$$d_i=-\frac{g_t}{K_t}\left(q_i^2-\frac S3\right),$$

$$\Delta F_t=-\frac{g_t^2}{2K_t}\sum_i\left(q_i^2-\frac S3\right)^2 .$$

The last sum is $\sum_i q_i^4-S^2/3=2S^2/3-2P$. Collecting the terms in $S^2$ and $P$ returns the form (1) with

$$\begin{aligned}
b^*&=b-\frac{3g_h^2}{2K_h}-\frac{g_t^2}{3K_t},\\
c^*&=c+\frac{g_t^2}{K_t}. \tag{4}
\end{aligned}$$

In a stress-free crystal the criterion is $c^*>0$, with stability conditions $b^*>0$ and $b^*+c^*/3>0$. Relaxing the homogeneous strain cannot lower $c$. In the combination $b^*+c^*/3$ the terms in $g_t$ cancel: three equal waves exert no traceless stress and gain nothing from a tetragonal distortion. A crystal with

$$-\frac{g_t^2}{K_t}<c<0$$

has triple order when clamped at the cubic strain and single order when free, provided $a<0$ and the stability conditions hold in both cases.

Internal relaxation works the other way. The oxygen layer mode $\hat{\mathbf z}\,W_3(-1)^{n_3}$ belongs to the same X point as $q_3$. Inversion keeps it, and the centring translations reverse it exactly when they reverse $q_1q_2$. A term $\lambda q_1q_2W_3$ and its two cyclic partners are therefore allowed. With a restoring energy $\kappa W_i^2/2$, minimizing over the $W_i$ adds $-\lambda^2P/(2\kappa)$. This keeps the form (1) but lowers $c$, and a single wave gains nothing from it. For a real crystal $c$ must be read as including this shift, which is not estimated here.

## II. Stationary states, comparison and a hafnia-like example

The three oxygen amplitudes $q_i$ enter through $S=\sum_i q_i^2$ and $P=\sum_{i<j}q_i^2q_j^2$. The energy per formula unit is $F=aS+bS^2+cP$, with $a<0$, $b>0$ and $b+c/3>0$. For $n$ equal amplitudes, $S_n=-a/(2\beta_n)$ and $F_n=-a^2/(4\beta_n)$, where $\beta_1=b$, $\beta_2=b+c/4$ and $\beta_3=b+c/3$. Relaxed strain replaces $b,c$ by $b^*,c^*$ with $c^*=c+g_t^2/K_t$. The volume and traceless couplings are $g_h,g_t$, and the stiffnesses per formula unit are $K_h=v(C_{11}+2C_{12})$ and $K_t=v(C_{11}-C_{12})$.

Comparing states of equal $S$ has shown that, under the stated stability conditions, the sign of $c$ decides between single and triple order, and that in a stress-free crystal $c^*$ takes its place. What remains is a second derivation from the stationary states, followed by a hafnia-like numerical example, the case of a film held in its plane, and the effects the model neglects.
